Townsend breakdown in a cylindrical tube with radial electron loss

**Result**

Let a gas fill a tube of radius R between plane electrodes a distance d apart. Electrons that diffuse to the side wall are lost from the avalanche, and the breakdown voltage V is then fixed by

γ a (e^s − 1)/s = 1, (1)

a = αd, b = u j²(d/R)²/V, s = a − b. (2)

Here α is the number of ionizations per electron and unit drift length, and γ is the number of electrons released at the cathode per arriving ion. The ratio u = D/μ of the electron diffusion coefficient to the mobility is a voltage, and j = 2.4048 is the first zero of the Bessel function J0. If α/p, u and γ depend on the reduced field E/p alone, at fixed gas temperature, then

V = F(pd, d/R). (3)

Two tubes with the same product of pressure and gap therefore break down at different voltages if their shapes differ. Lengths are in cm, pressures in Torr and potentials in V.

**Assumptions and transport equation**

The cathode is at x = 0 and the anode at x = d. The field is taken as uniform, E = V/d. This requires negligible space charge and wall charge, and also electrodes or guard rings that extend well beyond the tube or otherwise keep the field uniform. This describes the onset of a discharge in a tube with a discharged wall, not a burning glow. The wall absorbs every electron that reaches it. Axial diffusion is neglected, and the coefficients take their local values even close to the cathode. Ions drift parallel to the axis, without radial diffusion.

Electrons of density n drift toward the anode with speed w = μE and ionize at the rate αw each. In the steady state, the axial divergence of their flux equals ionization plus radial diffusive supply:

∂(wn)/∂x = αwn + D (1/r) ∂/∂r (r ∂n/∂r).

Division by the constant w, with D/w = D/(μE) = u/E, gives

∂n/∂x = αn + (u/E)(1/r) ∂/∂r (r ∂n/∂r), n(R, x) = 0. (4)

The radial operator has the eigenfunctions J0(j_m r/R), where j_m is the m-th zero of J0 and j_1 = j. They vanish at the wall, and

(1/r) d/dr [r dJ0(j_m r/R)/dr] = −(j_m/R)² J0(j_m r/R). (5)

Inserting n = N_m(x) J0(j_m r/R) into (4) leaves dN_m/dx = (α − β_m)N_m, with the loss per unit drift length

β_m = (u/E)(j_m/R)². (6)

Hence N_m(x) = N_m(0) exp[(α − β_m)x]. For the lowest mode, write β = β_1. Its loss over the whole gap is

βd = u j² d/(E R²) = u j² d²/(V R²) = b, (7)

where E = V/d was used. This is the b of (2). It is also the transit time d/w divided by the radial diffusion time R²/(j²D). Both D and μ vary as 1/p at fixed E/p, so no explicit pressure is left in their ratio.

**Feedback through the ions**

An electron flux wn produces αwn ions per unit volume and time. Each ion reaches the cathode at the radius where it was made, so the ion flux arriving there is the integral of αwn over x. Multiplied by γ, this is the returned electron flux. A cathode flux of shape J0(j_m r/R) thus returns with the same shape, multiplied by

G_m = γα ∫₀^d exp[(α − β_m)x] dx = γ a φ(s_m), s_m = (α − β_m)d, (8)

φ(s) = ∫₀¹ e^(st) dt = (e^s − 1)/s, φ(0) = 1. (9)

Suppose a weak external source releases a flux S_m in this mode. The total cathode flux C_m obeys C_m = S_m + G_m C_m, so C_m = S_m/(1 − G_m). As the voltage is raised from a low value, the current grows without limit when the first G_m reaches one.

The function φ is positive, and its derivative ∫₀¹ t e^(st) dt is positive too. A larger j_m gives a smaller s_m and so a smaller G_m. Modes that vary with the angle θ around the axis obey the same equations, with J0 replaced by J_l cos(lθ) and j_m by a zero of J_l; all these zeros exceed j. The lowest mode therefore reaches one first, which gives (1). No assumption that d/R is large was needed.

The factor a/s that (1) contains has a direct meaning. If α were simply replaced by α − β in the loss-free criterion, the condition would read e^s − 1 = 1/γ. That counts only the net gain of electrons in the gap. An electron lost at the wall may already have produced ions, and these still travel to the cathode. The electron balance shows the difference. From (9), (a − b)φ = e^s − 1, and (1) gives aφ = 1/γ. Therefore

1 + 1/γ = e^s + bφ(s). (10)

On the left are the starting electron and the 1/γ electrons made in the gas. On the right are those that reach the anode and those that reach the wall.

**Why two variables are needed**

Since E/p = V/(pd), writing α/p = f(E/p) gives

a = αd = pd f(V/(pd)), b = u(V/(pd)) j²(d/R)²/V. (11)

Equation (1) now contains V, pd and d/R and no other combination of p, d and R, which proves (3). Because pd divided by d/R equals pR, the pair pd and pR serves equally well.

The direction of the effect follows from G = γaφ(a − b). Hold pd and d/R fixed, let α rise with E, let u/V fall with V, and let γ not fall. Raising V then increases a and decreases b, so G rises and equation (1) has at most one root. As V → 0 with α → 0, G → 0, so a root exists if G exceeds one at high voltage. Now increase d/R at fixed pd. At a given V only b changes, and it rises. G falls, and a higher voltage is needed to restore G = 1. A narrower tube is harder to break down under these conditions.

**A definite ionization law and the weak-loss limit**

Take the usual form

α/p = A exp(−Bp/E), so that a = A pd exp(−B pd/V), (12)

with u and γ constant. Without wall loss, b = 0 and (1) becomes γ(e^a − 1) = 1, or a = K with K = ln(1 + 1/γ). Solving (12) for the voltage gives

V0 = B pd/ln(A pd/K). (13)

For small b, write a = K + δa and V = V0 + δV. The logarithm of (1) is ln γ + ln a + ln φ(a − b) = 0. Its first-order change is

δa/K + h(δa − b) = 0, h = φ′(K)/φ(K). (14)

From (9), φ′/φ = e^s/(e^s − 1) − 1/s. At s = K, e^K = (1 + γ)/γ and e^K − 1 = 1/γ, so h = 1 + γ − 1/K. The coefficient of δa in (14) is then 1/K + h = 1 + γ, and

δa = b h/(1 + γ) = b {1 − 1/[K(1 + γ)]}. (15)

Differentiating (12) at fixed pd gives δa = K B pd δV/V0². To first order b = u j²(d/R)²/V0. Inserting both in (15) yields

V ≈ V0 + V0 {1 − 1/[K(1 + γ)]} u j²(d/R)²/(K B pd). (16)

The rise is quadratic in d/R at fixed pd. The loose criterion e^s − 1 = 1/γ would require δa = b, so it would replace the curly bracket by one and overestimate the rise.

**Limits and the minimum at fixed shape**

At fixed pd and d/R, letting V → ∞ sends a to A pd and b to zero. The largest available feedback is therefore γ[exp(A pd) − 1], and breakdown requires

A pd > K. (17)

This is the same left limit as without wall loss: at very high voltage the electrons cross before they can diffuse to the wall. The statement belongs to the law (12) with constant u. A real gas need not follow (12) at such high E/p.

At large pd and fixed d/R, V0 grows and b falls toward zero, so (16) applies. The rise is proportional to V0/(pd) = B/ln(A pd/K). It decreases slowly, while the relative rise falls as 1/(pd). These trends belong to (12) with constant u. With the argon coefficients used below, large pd leads to values of E/p too low for that law to be reliable.

Between these limits lies a minimum. With constant u and γ, b has no explicit dependence on pd. Differentiating G(V, pd) = 1 along the curve shows that dV/d(pd) = 0 requires ∂a/∂(pd) = 0 at fixed V:

A exp(−B pd/V)(1 − B pd/V) = 0, hence V = B pd. (18)

To the left of this line, where V > B pd, more gas increases a and V falls with pd. To the right, V rises. The curve starts above the line and ends below it. At a crossing the curve is level while the line rises, so there is one crossing, and it is the minimum. Wall loss raises the curve, and the minimum moves up the line V = B pd, toward higher pd.

**The long tube**

Now hold p and R fixed and lengthen the gap. At a given field, the integral in (8) grows with d, so the breakdown field falls. If β > α, the integral has a finite limit and

G → γα/(β − α) as d → ∞. (19)

Setting this equal to one gives the lowest uniform field at which a very long tube with a discharged wall can break down in this model:

β = (1 + γ)α, or (1 + γ) f(X) X = u j²/(pR)², X = E/p. (20)

The second form follows from β = u j²/(E R²) and α = p f(X), after division by p and multiplication by X. The limiting reduced field depends on pR, and V grows in proportion to d once the tube is long enough. With the argon coefficients used below and pR = 0.75 Torr cm, (20) gives X = 65 V/(cm Torr), which lies below the range where the law (12) describes argon, so that number only illustrates the model.

In this limit the avalanche decays along the tube, yet feedback sustains it. By (10), with e^s → 0, the wall receives 1 + 1/γ electrons for every 1/γ made in the gas, which is the ratio β/α = 1 + γ. The decay length is 1/(β − α) = 1/(γα), so ions must return from a distance of many ionization lengths when γ is small.

Radial ion loss can then remove part of the feedback. If u_i is the ratio of diffusion coefficient to mobility for ions, an ion of the lowest mode made at x survives with the factor exp[−(u_i/E)(j/R)²x]. In (8) this has the same effect as replacing u by u + u_i. By (20), the limiting field therefore changes little if u_i is much smaller than u.

**Worked example**

Consider a low-pressure argon tube between wide aluminium electrodes, the metal entering through γ alone. Rough typical coefficients are A = 12 /(cm Torr), B = 180 V/(cm Torr), γ = 0.05 and u = 5 V. Take p = 0.3 Torr, d = 5 cm, R = 2.5 cm and a gas temperature of 300 K. Then pd = 1.5 Torr cm, d/R = 2 and K = ln 21 = 3.0445.

Without wall loss, (13) gives

V0 = 180 × 1.5/ln(12 × 1.5/3.0445) = 151.9 V.

With wall loss, the root of (1) is V = 165.8 V, or 0.166 kV. At this voltage

a = 18 exp(−270/165.85) = 3.534,
b = 5 × 2.4048² × 4/165.85 = 0.697,
s = 2.836.

Then e^s = 17.05, and 0.05 × 3.534 × (17.05 − 1)/2.836 = 1.00, as required. The rise over V0 is 13.9 V, or 9.2 % of V0. Per starting electron, 20 are made in the gas; 17.05 reach the anode and 3.95 the wall, in agreement with (10). The loose criterion gives 171.2 V, a rise of 19.3 V, which is 39 % too large relative to the rise from (1).

At fixed pd = 1.5 Torr cm and d = 5 cm, changing the radius gives:

d/R = 1: V = 155.6 V; weak-loss law 155.6 V
d/R = 2: V = 165.8 V; weak-loss law 166.6 V
d/R = 4: V = 201.6 V; weak-loss law 210.7 V

At d/R = 4, b = 2.3 is no longer small compared with a = 4.7, and the first-order law overshoots.

Equation (4) was also solved numerically on 80 radial cells, with the ion feedback applied cell by cell and no Bessel functions. The three threshold voltages agree with (1) to the printed 0.01 V. At 165.85 V the second axisymmetric mode has a feedback of 0.165. The nearest competitor is the first angular mode, with the zero 3.832 of J1; by (8) its feedback is 0.48, still well below one.

The same numerical solution compares three tubes of equal pd:

p = 0.3 Torr, d = 5 cm, R = 2.5 cm: 165.8 V
p = 1.5 Torr, d = 1 cm, R = 0.5 cm: 165.8 V
p = 1.5 Torr, d = 1 cm, R = 2.5 cm: 152.5 V

The first two share d/R = 2; the third has d/R = 0.4. If u varies as 5 V × [(E/p)/100]^(1/2), with E/p in V/(cm Torr), the voltages are 166.6, 166.6 and 152.5 V. The scaling does not rely on constant u.

The minimum for d/R = 0, 1, 2 and 4 lies at 124.1, 130.4, 146.7 and 194.8 V, with pd = 0.690, 0.724, 0.815 and 1.082 Torr cm. The ratio V/(pd) is 180 V/(cm Torr) each time, as (18) requires.

**How far the numbers can be trusted**

Breakdown minima in argon between metal electrodes are roughly one to three hundred volts, depending on the surface, so the model has the right scale. It is not a prediction for a particular tube. Photons and metastable atoms can also release electrons at the cathode, and they do not follow the ion paths assumed in (8). The effective γ changes with oxide and contamination, and E/p = 111 V/(cm Torr) is near the lower end of the range, from about 100 V/(cm Torr) upward, where these A and B describe argon. Real tubes also break several assumptions. The estimates below treat one change at a time; each "rise" is taken over a wide tube with the same change.

Axial diffusion: V = 161.3 V, rise 15.4 V
Ionization delayed until 16 eV is gained: V = 175.8 V, rise 14.4 V
Radial ion loss: V = 167.4 V, rise 15.4 V
Finite electron free path at the wall: V = 165.3 V, rise 13.4 V
u larger by half: V = 172.3 V, rise 20.4 V

The axial estimate takes α as ionization per drift length; a coefficient measured from steady currents already contains the faster growth due to axial diffusion, and the voltage shift can then have the opposite sign. At the example's field of 33.2 V/cm, the delay removes ionization from the first 0.48 cm; the length is recomputed as the voltage changes. The ion estimate sets u_i = 0.57 V, from the energy gained in one free path. This overestimates the loss: the energy is gained along the field, while charge transfer leaves each new ion with only thermal sideways motion. For the wall, R was increased by 0.71 of the rough electron free path of 0.069 cm.

The delay shifts the voltage by about 10 V, which is comparable with the radial rise of 13.9 V, but it changes that rise by only 0.5 V. Among these changes, the uncertainty in u alters the rise most. The value u = 5 V is probably on the low side: analytic fits to the argon cross sections suggest about 6 to 7 V at this field, and u = 6.9 V would give a rise of 18.8 V. The comparison between tubes is thus less sensitive to the delay than the absolute voltage is.

Wall charge is a separate limit. A surface density of 1.8 × 10⁷ electrons/cm² corresponds to ε₀E at the example's field, so a charge of this order strongly disturbs its uniformity. The resulting voltage shift was not calculated. An insulating wall left charged by an earlier discharge lies outside (1), and the values above apply to onset with a discharged wall.

The electrodes set a further limit. Two bare discs of the tube's own radius do not give a uniform field in a long gap: without any charge, the field at the middle of the axis is about 11 % below V/d at d/R = 2 and 40 % below at d/R = 4. For such tubes (1) is only an estimate, and a poor one at large d/R. The scaling (3) survives if the whole electrode arrangement is scaled with the tube, because the shape of the field is then unchanged.

Table of computed values

```
A = 12 /(cm Torr), B = 180 V/(cm Torr), gamma = 0.05
u = 5.0 V, p = 0.3 Torr, d = 5.0 cm, R = 2.5 cm, T = 300 K
pd = 1.50 Torr cm, d/R = 2.0, j = 2.4048, K = 3.0445
No radial loss: V0 = 151.94 V, E/p = 101.3 V/(cm Torr)
Fixed pd: d/R, V formula (V), V operator (V), a, b, s
  1  155.56  155.56  3.173  0.186  2.987
  2  165.85  165.85  3.534  0.697  2.836
  4  201.61  201.61  4.717  2.295  2.422
Example: V = 165.85 V = 0.1658 kV
Example: rise V - V0 = 13.91 V (9.2 %)
Example: E = 33.17 V/cm, E/p = 110.6 V/(cm Torr)
Loose criterion exp(s)-1 = 1/gamma: V = 171.25 V
Per starting electron: made 20.00, to anode 17.05, to wall 3.95
Second mode: zero 5.5201, feedback 0.1648 (operator 0.1649)
Equal pd, from operator: p (Torr), d (cm), R (cm), d/R, V (V)
  0.3  5.0  2.5  2.0  165.85
  1.5  1.0  0.5  2.0  165.85
  1.5  1.0  2.5  0.4  152.53
Same three with u = 5 V*sqrt((E/p)/100): 166.55, 166.55, 152.53 V
Weak-loss law: V - V0 = 3.673 V * (d/R)^2
Weak-loss V at d/R = 1, 2, 4: 155.61, 166.63, 210.70 V
Left limit: pd = K/A = 0.2537 Torr cm
Feedback at 10 MV, 2 % below and above it: 0.938, 1.066
Minimum: d/R, pd (Torr cm), V (V), V/pd (V/(cm Torr))
  0  0.6897  124.14  180.00
  1  0.7244  130.39  180.00
  2  0.8152  146.74  180.00
  4  1.0823  194.82  180.00
Gas density 9.656e+15 /cm3, electron free path 0.0690 cm
Rough cross sections: electron 1.5e-15, ion 6.0e-15 cm2
Ion energy per free path 0.572 eV, used as ion D/mu in V
Distance to gain 16 eV: 0.482 cm
Neglected effect: V (V), rise over wide tube with same effect (V)
  axial diffusion: 161.31, 15.39
  ionization delay: 175.81, 14.39
  ion radial loss: 167.35, 15.41
  wall free path (R + 0.71 path): 165.34, 13.40
  u larger by half: 172.32, 20.38
Wall charge with field eps0*E: 1.83e+07 electrons/cm2
```
